# Threshold variance from Poisson traps with exponential steps

A charge-trap memory cell is a transistor whose threshold voltage carries the stored value. Repeated programming and erasing leaves traps in the oxide near the channel, and an electron caught in one of them raises the threshold of an n-channel cell by a small step. Two cells made and cycled alike do not shift alike: one may hold three charged traps and its neighbour seven, and a trap above a place where the channel current is concentrated moves the threshold more than one above a place that carries little current. The spread of the shift over the array helps to decide how far apart the stored levels must lie, and how accurately an analogue weight can be held.

Let $N$ be the number of charged traps in a cell and $s_i>0$ the threshold step due to trap $i$. The steps are taken to add,

$$V=\sum_{i=1}^{N}s_i ,\qquad V=0\ \text{ if } N=0 .$$

Here $V$ is the shift caused by these traps. It does not include the spread of thresholds left by fabrication, or fluctuations of the deliberately stored charge. Averages $E[\cdot]$ run over an array of statistically identical cells.

The number of traps comes first. Suppose a cell has $M$ possible sites, each charged with probability $p$ independently of the others, and write $n=Mp$ for the mean number. The probability of $N$ charged sites is

$$P(N)=\frac{M!}{N!(M-N)!}\,p^N(1-p)^{M-N}
=\frac{n^N}{N!}\,\frac{M(M-1)\cdots(M-N+1)}{M^N}\left(1-\frac nM\right)^{M-N}.$$

Let $M$ grow while $n$ and $N$ stay fixed. The middle fraction is a product of $N$ factors that each tend to 1, and the last factor tends to $e^{-n}$. Many sites, each rarely charged, therefore give the Poisson law

$$P(N)=e^{-n}\frac{n^N}{N!}.$$

Its first two moments follow by cancelling factors against the factorial:

$$E[N]=e^{-n}\sum_{N\ge1}\frac{n^N}{(N-1)!}=n,\qquad
E[N(N-1)]=e^{-n}\sum_{N\ge2}\frac{n^N}{(N-2)!}=n^2 .$$

Hence $E[N^2]=n^2+n$ and $\mathrm{Var}\,N=n$.

For the steps we assume an exponential density $e^{-s/\eta}/\eta$ with mean $\eta$. This is a model of an unevenly conducting channel, in which most traps matter little and a few matter much; it is not a consequence of electrostatics alone. Integration by parts gives, for $k\ge1$,

$$E[s^k]=\int_0^\infty s^k\,\frac{e^{-s/\eta}}{\eta}\,ds
=k\int_0^\infty s^{k-1}e^{-s/\eta}\,ds=k\eta\,E[s^{k-1}],$$

because the boundary term vanishes at both ends. Starting from $E[s^0]=1$, we find $E[s]=\eta$ and $E[s^2]=2\eta^2$, so $\mathrm{Var}\,s=\eta^2$.

The steps are further assumed independent of one another and of $N$. Hold $N$ fixed and square the sum. There are $N$ terms $s_i^2$, each with mean $2\eta^2$, and $N(N-1)$ ordered products $s_is_j$ with $i\ne j$, each with mean $\eta^2$ by independence. Thus

$$E[V\mid N]=N\eta,\qquad E[V^2\mid N]=2N\eta^2+N(N-1)\eta^2=(N^2+N)\eta^2 .$$

Averaging over $N$ gives $E[V]=n\eta$ and $E[V^2]=(n^2+n+n)\eta^2$. Subtracting the squared mean leaves

$$\boxed{\mathrm{Var}\,V=2n\eta^2 .}$$

The square belongs to the mean step: $\eta^2$ is $(E[s])^2$. In terms of the mean squared step, the same result is $nE[s^2]$, with no factor of two.

To see where the two comes from, repeat the calculation for any step law with mean $\eta$ and any distribution of $N$ with mean $n$. Then $E[s^2]=\mathrm{Var}\,s+\eta^2$, and

$$E[V^2\mid N]=N(\mathrm{Var}\,s+\eta^2)+N(N-1)\eta^2=N\,\mathrm{Var}\,s+N^2\eta^2 .$$

Averaging and subtracting $n^2\eta^2$ gives

$$\mathrm{Var}\,V=n\,\mathrm{Var}\,s+\eta^2\,\mathrm{Var}\,N=n\eta^2(c^2+F),\qquad
c^2=\frac{\mathrm{Var}\,s}{\eta^2},\quad F=\frac{\mathrm{Var}\,N}{n}.$$

The first term measures how unequal the steps are, the second how unequal the trap numbers are. Exponential steps have $c^2=1$ and Poisson numbers have $F=1$, so each source supplies half the variance. If every cell held the same number of traps, $F$ would be zero and the variance $n\eta^2$. If every trap gave the same step, $c^2$ would be zero and the variance again $n\eta^2$.

The limit of few traps shows the result in another way. For $n\ll1$, a fraction close to $n$ of the cells has one trap and nearly all the others have none. The mean of $V^2$ is then $nE[s^2]=2n\eta^2$ to first order in $n$, while the squared mean is of second order. In this limit the variance is simply the mean square of rare single steps.

The variance does not fix the probability of a large shift, for which the whole distribution is needed. For $t\eta<1$, one step has

$$E[e^{ts}]=\frac1\eta\int_0^\infty e^{-s(1/\eta-t)}\,ds=\frac1{1-t\eta}.$$

For $N$ independent steps this is raised to the power $N$, and the Poisson sum is an exponential series:

$$E[e^{tV}]=e^{-n}\sum_{N\ge0}\frac1{N!}\left(\frac n{1-t\eta}\right)^N
=\exp\left(\frac n{1-t\eta}-n\right)=\exp\left(\frac{nt\eta}{1-t\eta}\right).$$

The cumulants $\kappa_k$ are defined by $\ln E[e^{tV}]=\sum_k\kappa_kt^k/k!$. For $|t\eta|<1$ the logarithm is the geometric series $n\sum_{k\ge1}(t\eta)^k$, so

$$\kappa_k=k!\,n\eta^k .$$

The second cumulant is the variance found above. The third and fourth give

$$\text{skewness}=\frac{\kappa_3}{\kappa_2^{3/2}}=\frac{6n}{(2n)^{3/2}}=\frac3{\sqrt{2n}},\qquad
\text{excess kurtosis}=\frac{\kappa_4}{\kappa_2^2}=\frac{24n}{4n^2}=\frac6n .$$

Both vanish as $n$ grows, and the centre of the distribution approaches a Gaussian. Both are positive at finite $n$: large upward shifts are more frequent than a Gaussian allows.

The density makes this quantitative. Put $x=V/\eta$. The sum of $N$ unit exponentials has density $x^{N-1}e^{-x}/(N-1)!$. This is true for $N=1$, and adding one more step gives

$$\int_0^x\frac{y^{N-1}e^{-y}}{(N-1)!}\,e^{-(x-y)}\,dy=\frac{x^Ne^{-x}}{N!},$$

which is the same form for $N+1$. A fraction $e^{-n}$ of cells has no shift at all. For $x>0$ the density is

$$f(x)=e^{-n-x}\sum_{N\ge1}\frac{n^Nx^{N-1}}{N!(N-1)!}
=e^{-n-x}\sqrt{\frac nx}\;I_1\!\left(2\sqrt{nx}\right),$$

where $I_1$ is the modified Bessel function, whose series is $I_1(2\sqrt y)=\sum_{k\ge0}y^{k+1/2}/[k!(k+1)!]$; setting $k=N-1$ and $y=nx$ gives the second form. For large argument $I_1(z)$ grows as $e^z/\sqrt{2\pi z}$, so the exponential part of $f$ is

$$e^{-n-x+2\sqrt{nx}}=e^{-(\sqrt x-\sqrt n)^2}
=\exp\left[-\frac{(x-n)^2}{(\sqrt x+\sqrt n)^2}\right].$$

A Gaussian of the same mean and variance has $\exp[-(x-n)^2/4n]$. Above the mean, $(\sqrt x+\sqrt n)^2$ exceeds $4n$, so this exponential falls more slowly than the Gaussian. Well above the mean it outweighs the slowly varying prefactor, and the true density has the longer tail.

For numbers, take a planar silicon–oxide–nitride–oxide–silicon cell after cycling, with a channel 50 nm long and 50 nm wide, a gate stack equivalent to 12 nm of silicon dioxide, and $D=2\times10^{11}$ charged traps per cm². The area is $A=2.5\times10^{-11}$ cm², so $n=DA=5$. With relative permittivity 3.9, the gate capacitance is $C=\varepsilon A/t_{\rm ox}=7.19$ aF, where $t_{\rm ox}$ is the equivalent thickness. An electron spread evenly over the channel interface must be balanced by a gate voltage $q/C$, with $q$ the elementary charge. We use this as an estimate of the mean step:

$$\eta\approx\frac qC=\frac{1.602\times10^{-19}\ \mathrm C}{7.194\times10^{-18}\ \mathrm F}=22.3\ \mathrm{mV}.$$

The mean shift is $n\eta=111$ mV. The variance is $2\times5\times(22.27\ \mathrm{mV})^2=4960$ mV², and the standard deviation is 70 mV. With five traps in every cell it would be 50 mV. A fraction $e^{-5}$, or 0.7 %, of the cells does not shift. The skewness is 0.95 and the excess kurtosis 1.2, so the distribution is far from Gaussian.

Suppose a read fails when the shift exceeds 400 mV, which is $x=18.0$. Numerical integration of $f$ above this point gives a probability of $1.6\times10^{-3}$. The margin lies $(400-111.4)/70.43=4.1$ standard deviations above the mean, for which a Gaussian gives $2.1\times10^{-5}$, smaller by a factor of 78. The exponents at the margin are $-4.0$ for the trap model and $-8.4$ for the Gaussian, which alone gives a factor of about 80. The trap model also has a smaller prefactor and a slower decay beyond the margin, and in this example these two effects nearly cancel. Where failures must be rare, a margin set from the variance and a Gaussian table would be much too narrow for this model.

The estimate of $\eta$ also shows how the spread depends on cell size. At fixed trap density and oxide thickness, $n$ is proportional to $A$ and $\eta$ to $1/A$. The mean shift $qDt_{\rm ox}/\varepsilon$ does not depend on area, while

$$\sigma_V=\eta\sqrt{2n}=\frac{qt_{\rm ox}}{\varepsilon}\sqrt{\frac{2D}{A}} .$$

With this estimate, halving both sides of the channel doubles the standard deviation. The rule rests on $\eta=q/C$. Where uneven conduction sets the step, $\eta$ can depend differently on length, width and doping, and the scaling of $\sigma_V$ changes with it.

In analogue computation many cells contribute to one result. Let cell $j$ conduct for a time $u_j$ set by the input, and let its current depend linearly on threshold with a common transconductance $g$. The traps then change the charge collected on the column by $-g\sum_ju_jV_j$. For independent cells this error has

$$\text{mean}=-gn\eta\sum_ju_j,\qquad \text{variance}=2n\eta^2g^2\sum_ju_j^2 .$$

The mean is a systematic offset. If each weight is the difference between two cells with equal trap statistics and independent traps, the offset cancels but the variance doubles. Subtraction removes the shared mean, not the random part.

The formula can also be read backwards. Dividing the variance by the mean gives $2\eta$, so measured array values yield

$$\eta=\frac{\mathrm{Var}\,V}{2E[V]},\qquad n=\frac{2E[V]^2}{\mathrm{Var}\,V}.$$

For a large array of $K$ cells, the sample variance is nearly the average of $K$ independent values of $(V-E[V])^2$. Each has variance $\kappa_4+3\kappa_2^2-\kappa_2^2=\kappa_2^2(2+6/n)$, so the relative standard error of the measured variance is $\sqrt{(2+6/n)/K}$. For $n=5$ and $K=10\,000$ this is 1.8 %. A simulated array of that size, with trap numbers and steps drawn at random from the assumed laws, gave back $\eta=22.4$ mV and $n=5.0$; repeated arrays of this size scatter by about 0.3 mV in $\eta$ and 0.08 in $n$. If the trap numbers are not Poisson or the steps not exponential, the procedure still returns numbers. As long as the steps remain independent of one another and of $N$, the apparent step is then $\eta(F+c^2)/2$ and the apparent trap number $2n/(F+c^2)$.

The dimensions and trap density above are rough values for a planar cell that has been heavily cycled; a fresh cell would have fewer traps, and vertical cells with a channel surrounded by the gate need a different capacitance. Real cells also depart from the statistical assumptions. The sizes below are ratios of the variance to $2n(\text{mean step})^2$, with $n=5$ held fixed and one departure at a time. With 25 equal sites per cell, each charged with probability 0.2, the binomial number has $F=1-p=0.8$ and the ratio is 0.90. If the mean trap number itself varies between cells by 20 %, its variance adds to the Poisson variance, so $F=1+5\times0.2^2=1.2$ and the ratio is 1.10. If all steps in a cell share a scale factor of mean 1 and standard deviation $r=0.1$, the steps are no longer independent. Then $\mathrm{Var}\,V=\eta^2[(1+r^2)(2n+n^2)-n^2]$, and the ratio is $1+r^2+nr^2/2=1.035$. Replacing every step above $5\eta$ by $5\eta$ gives 0.97.

Trap depth matters more for the mean step than for the ratio. A charge at height $z$ above the channel shifts the threshold by a fraction $w=1-z/t_{\rm ox}$ of its interface value. For traps spread evenly through a 4 nm tunnel oxide, $w$ is uniform between $2/3$ and 1, with $E[w]=5/6$ and $E[w^2]=19/27$. The ratio $E[w^2]/E[w]^2$ is 1.013. Compared with the variance for interface traps, however, the variance falls by the factor $19/27=0.70$.

Repulsion makes trap numbers more equal if the traps fill in thermal equilibrium. For a charge sheet at height $z$ between two conducting planes, the energy of a pair is $u=q^2z(1-z/t_{\rm ox})/(\varepsilon A)$, which is 1.7 meV at $z=1$ nm. The Poisson weights are then multiplied by $\exp[-uN(N-1)/2k_BT]$, with $k_BT=25.7$ meV at 25 °C. Summing these weights numerically, with the mean kept at five, gives $F=0.75$ and a ratio of 0.88. This estimate smears each charge over the cell. Localized charges have the same pair energy on average over the area, but it is concentrated at short range, about $8k_BT$ at a separation of 1 nm and below $k_BT$ beyond 3 nm, and the charges avoid close pairs. For point charges free to sit anywhere at the same height, $F$ is about 0.90 and the ratio about 0.95, so the smeared estimate overstates the effect more than twofold. It also does not apply to traps filled far from equilibrium. Two traps on the same narrow current path may also fail to add their steps, an effect not sized here.

Heat can change the trap number without changing the law. If each charged trap independently keeps its electron with the same probability $\varphi$, whatever its step, the number $N'$ that remain satisfies

$$E[y^{N'}]=E[(1-\varphi+\varphi y)^N]=e^{n\varphi(y-1)},$$

since $E[a^N]=e^{n(a-1)}$ for a Poisson number. This is again Poisson, with mean $n\varphi$, and the variance becomes $2n\varphi\eta^2$. Suppose release is thermally activated, with an effective activation energy of 1.2 eV and a rate prefactor $\nu=10^{12}$ s⁻¹. The emission time $\nu^{-1}e^{1.2\,\mathrm{eV}/k_BT}$ at 85 °C is 21 h. After 24 h without recapture, $\varphi=0.33$ and the standard deviation has fallen from 70 to 40 mV. The emission time depends exponentially on the activation energy, so this number belongs to the assumed value. That energy is not the depth of the trap level below the oxide conduction band: an electron only 1.2 eV below that band and within 4 nm of the silicon would escape much sooner by tunnelling. The field of the trapped sheet, $qD/\varepsilon=0.09$ MV/cm, is about one hundredth of a rough oxide breakdown field of 10 MV/cm, so the trapped charge adds little to the average field across the oxide. This does not hold close to a single trapped electron, where the local field reaches several MV/cm at a distance of 1 nm.
